# Second-order Fröhlich polaron energy: two-phonon diagrams and Feynman's variational coefficient: a program that tests the result

```python
"""Second-order ground-state energy of the Froehlich polaron.

Result under test: E = -alpha + e2*alpha**2 + ..., in units of the phonon energy,
    e2 = rainbow + crossed + Sigma1*Sigma1' = -0.01592,
where rainbow and crossed are the two-phonon self-energy diagrams at zero
momentum and bare energy zero, and Sigma1 is the one-phonon self-energy.
Feynman's variational energy has the coefficient -1/81 instead.
Symbols: q, k phonon momenta (hbar = omega = 2m = 1); alpha coupling constant;
v, w frequencies of Feynman's trial action (hbar = omega = m = 1).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar


def momentum_grid(n):
    """Nodes q = tan(theta) and weights for the integral (2/pi) dq/(1+q^2)."""
    x, wx = np.polynomial.legendre.leggauss(n)
    q = np.tan(np.pi * (x + 1) / 4)
    return q, wx / 2


def two_phonon_kernel(q, energy):
    """Angular average of 1/(2 + |q+k|^2 - energy) on the grid."""
    a, b = q[:, None], q[None, :]
    return np.log1p(4 * a * b / (2 - energy + (a - b)**2)) / (4 * a * b)


def diagrams(n):
    q, s2 = momentum_grid(n)
    one = 1 + q**2
    kernel = two_phonon_kernel(q, 0.0)
    rainbow = -np.sum(s2 / one * (kernel @ (s2 * one)))
    crossed = -s2 @ kernel @ s2
    sigma1 = -np.sum(s2)
    slope1 = -np.sum(s2 / one)
    return rainbow, crossed, sigma1, slope1


def alpha_squared_coefficient(energy_function):
    """Extrapolate energies at small finite alpha to the alpha^2 coefficient."""
    step = 0.002
    m = np.arange(1, 7)
    ratios = np.array([energy_function(step * j) / (step * j) for j in m])
    poly = np.linalg.solve(np.vander(m.astype(float), increasing=True), ratios)
    return poly[1] / step


# Diagram integrals by direct quadrature in momentum space
print("Energies in units of the phonon energy hbar*omega")
print("grid points, rainbow/alpha^2, crossed/alpha^2, e2:")
for n in (50, 100, 200, 400):
    rainbow, crossed, sigma1, slope1 = diagrams(n)
    e2 = rainbow + crossed + sigma1 * slope1
    print(f"  {n:4d}  {rainbow:.7f}  {crossed:.7f}  {e2:.7f}")

# Closed forms and single radial integrals against the momentum quadrature
root2 = np.sqrt(2.0)
rainbow_closed = -np.log(1 + 1 / root2) + (root2 - 1) / 2
crossed_closed = -np.log((1 + root2) / 2)
e2_closed = -(2 * np.log(1 + root2) - 1.5 * np.log(2) - 1 / root2)
rainbow_radial = -quad(lambda r: np.exp(-root2 * r)
                       * (-np.expm1(-r) - r / 2 * np.exp(-r)) / r, 0, np.inf)[0]
crossed_radial = -quad(lambda r: np.exp(-root2 * r)
                       * np.expm1(-r)**2 / r, 0, np.inf)[0]
assert abs(rainbow - rainbow_closed) < 1e-6
assert abs(crossed - crossed_closed) < 1e-6
assert abs(rainbow - rainbow_radial) < 1e-6
assert abs(crossed - crossed_radial) < 1e-6
assert abs(e2 - e2_closed) < 1e-6
assert abs(slope1 + 0.5) < 1e-10

# Pole rule tested by diagonalizing a small Fock-space Hamiltonian
rng = np.random.default_rng(7)
n_modes = 6
momenta = rng.normal(size=(n_modes, 3))
couplings = rng.uniform(0.3, 0.6, n_modes)
basis = [(0,) * n_modes]
for i in range(n_modes):
    basis.append(tuple(int(a == i) for a in range(n_modes)))
for i in range(n_modes):
    for j in range(i, n_modes):
        basis.append(tuple(int(a == i) + int(a == j) for a in range(n_modes)))
index = {state: i for i, state in enumerate(basis)}
free = np.diag([np.sum((np.array(b) @ momenta)**2) + sum(b) for b in basis])
interaction = np.zeros_like(free)
for state, col in index.items():
    for mode in range(n_modes):
        raised = list(state)
        raised[mode] += 1
        row = index.get(tuple(raised))
        if row is not None:
            element = couplings[mode] * np.sqrt(raised[mode])
            interaction[row, col] = interaction[col, row] = element


def fock_energy(alpha):
    return np.linalg.eigvalsh(free + np.sqrt(alpha) * interaction)[0]


fock_e2 = alpha_squared_coefficient(fock_energy)
d1 = 1 + np.sum(momenta**2, axis=1)
d2 = 2 + np.sum((momenta[:, None] + momenta[None, :])**2, axis=2)
g2 = couplings**2
pair = g2[:, None] * g2[None, :] / d2
fock_two = -np.sum(pair / d1[:, None]**2) - np.sum(pair / np.outer(d1, d1))
fock_pole = np.sum(g2 / d1) * np.sum(g2 / d1**2)
assert abs(fock_e2 - (fock_two + fock_pole)) < 1e-6
assert abs(fock_e2 - fock_two) > 1e-2

# Continuum problem with at most two phonons, solved at finite alpha
q_grid, s2_grid = momentum_grid(300)
one_grid = 1 + q_grid**2
s_grid = np.sqrt(s2_grid)


def continuum_energy(alpha):
    energy = -alpha
    for _ in range(40):
        kernel = two_phonon_kernel(q_grid, energy)
        same = (kernel @ (s2_grid * one_grid)) / one_grid
        matrix = -alpha * np.outer(s_grid, s_grid) * kernel
        matrix += np.diag(1 - energy / one_grid - alpha * same)
        new = -alpha * s_grid @ np.linalg.solve(matrix, s_grid)
        change = abs(new - energy)
        energy = new
        if change < 1e-16:
            break
    assert change < 1e-14
    return energy


continuum_e2 = alpha_squared_coefficient(continuum_energy)
assert abs(continuum_e2 - e2_closed) < 2e-6

# Feynman's variational functional
x_node, x_weight = np.polynomial.legendre.leggauss(200)
x_node, x_weight = 3.5 * (x_node + 1), 3.5 * x_weight


def feynman_energy(alpha, v, w):
    """Variational energy; imaginary time is x^2 to remove the root singularity."""
    spread = (w / v)**2 - (v**2 - w**2) / v**3 * np.expm1(-v * x_node**2) / x_node**2
    integral = np.sum(x_weight * 2 * np.exp(-x_node**2) / np.sqrt(spread))
    return 0.75 * (v - w)**2 / v - alpha / np.sqrt(np.pi) * integral


def feynman_reduced(alpha, w, e):
    """(E + alpha)/alpha^2 for v = w*(1 + alpha*e)."""
    if w <= 0.05 or e <= -0.5:
        return 1e3
    return (feynman_energy(alpha, w * (1 + alpha * e), w) + alpha) / alpha**2


def feynman_minimum(alpha):
    res = minimize(lambda p: feynman_reduced(alpha, p[0], p[1]), [2.0, 0.15],
                   method="Nelder-Mead",
                   options=dict(xatol=1e-5, fatol=1e-11, maxiter=1000))
    assert res.success
    return res.fun, res.x[0], res.x[0] * (1 + alpha * res.x[1])


# Displacement variance of the trial action from its Fourier kernel
v_t, w_t, tau_t = 4.0, 2.5, 1.3
c_t = w_t * (v_t**2 - w_t**2) / 4


def variance_integrand(nu):
    stiffness = nu**2 + 4 * c_t * nu**2 / (w_t * (w_t**2 + nu**2))
    return 4 / np.pi * np.sin(nu * tau_t / 2)**2 * (1 / stiffness - 1 / nu**2)


variance_fourier = tau_t + quad(variance_integrand, 1e-6, 40, limit=500)[0]
variance_fourier += quad(variance_integrand, 40, 400, limit=1000)[0]
variance_formula = ((w_t / v_t)**2 * tau_t
                    + (v_t**2 - w_t**2) / v_t**3 * (1 - np.exp(-v_t * tau_t)))
assert abs(variance_fourier - variance_formula) < 1e-5
assert abs(feynman_energy(1.0, 3.0, 3.0) + 1.0) < 1e-10

# Weak-coupling limit of the minimized functional
alphas = np.array([0.1, 0.2, 0.3])
minima = [feynman_minimum(a) for a in alphas]
feynman_e2 = np.polyfit(alphas, [m[0] for m in minima], 2)[-1]
w_limit = np.polyfit(alphas, [m[1] for m in minima], 2)[-1]
assert abs(feynman_e2 + 1 / 81) < 1e-5
assert abs(w_limit - 3) < 0.02
assert e2 < feynman_e2

print(f"rainbow, closed form / alpha^2       = {rainbow_closed:.7f}")
print(f"crossed, closed form / alpha^2       = {crossed_closed:.7f}")
print(f"rainbow + crossed / alpha^2          = {rainbow + crossed:.7f}")
print(f"Sigma1(0)/alpha                      = {sigma1:.7f}")
print(f"Sigma1'(0)/alpha                     = {slope1:.7f}")
print(f"pole correction / alpha^2            = {sigma1 * slope1:.7f}")
print(f"e2, closed form                      = {e2_closed:.7f}")
print(f"e2, finite-alpha continuum solution  = {continuum_e2:.7f}")
print(f"Fock model: alpha^2 coeff, diagonalized = {fock_e2:.6f}")
print(f"Fock model: two diagrams alone          = {fock_two:.6f}")
print(f"Fock model: pole correction             = {fock_pole:.6f}")
print("Feynman alpha^2 coefficient at fixed w: w, numerical, formula")
for w in (1.0, 3.0, 8.0):
    numerical = minimize_scalar(lambda e: feynman_reduced(0.001, w, e),
                                bounds=(0, 1), method="bounded").fun
    p = 2 * (np.sqrt(1 + w) - 1) / w
    formula = -(1 - p)**2 / (3 * w)
    assert abs(numerical - formula) < 1e-5
    print(f"  {w:.1f}  {numerical:.6f}  {formula:.6f}")
print(f"Feynman coefficient, extrapolated    = {feynman_e2:.6f}")
print(f"-1/81                                = {-1 / 81:.6f}")
print(f"optimal w extrapolated to alpha = 0  = {w_limit:.3f}")
print(f"ratio (-1/81)/e2                     = {-1 / 81 / e2_closed:.4f}")
print(f"difference -1/81 - e2                = {-1 / 81 - e2_closed:.6f}")
reduced, w_one, v_one = feynman_minimum(1.0)
print(f"alpha = 1: series through alpha^2    = {-1 + e2_closed:.5f}")
print(f"alpha = 1: -alpha - alpha^2/81       = {-1 - 1 / 81:.5f}")
print(f"alpha = 1: Feynman minimum           = {reduced - 1:.5f}")
print(f"alpha = 1: optimal v, w (units omega) = {v_one:.3f}, {w_one:.3f}")
print("all tests passed")
```

Running it gives:

```
Energies in units of the phonon energy hbar*omega
grid points, rainbow/alpha^2, crossed/alpha^2, e2:
    50  -0.3276934  -0.1882266  -0.0159200
   100  -0.3276932  -0.1882264  -0.0159197
   200  -0.3276932  -0.1882264  -0.0159196
   400  -0.3276932  -0.1882264  -0.0159196
rainbow, closed form / alpha^2       = -0.3276932
crossed, closed form / alpha^2       = -0.1882264
rainbow + crossed / alpha^2          = -0.5159196
Sigma1(0)/alpha                      = -1.0000000
Sigma1'(0)/alpha                     = -0.5000000
pole correction / alpha^2            = 0.5000000
e2, closed form                      = -0.0159196
e2, finite-alpha continuum solution  = -0.0159196
Fock model: alpha^2 coeff, diagonalized = -0.001615
Fock model: two diagrams alone          = -0.203308
Fock model: pole correction             = 0.201693
Feynman alpha^2 coefficient at fixed w: w, numerical, formula
  1.0  -0.009813  -0.009812
  3.0  -0.012346  -0.012346
  8.0  -0.010417  -0.010417
Feynman coefficient, extrapolated    = -0.012346
-1/81                                = -0.012346
optimal w extrapolated to alpha = 0  = 3.000
ratio (-1/81)/e2                     = 0.7755
difference -1/81 - e2                = 0.003574
alpha = 1: series through alpha^2    = -1.01592
alpha = 1: -alpha - alpha^2/81       = -1.01235
alpha = 1: Feynman minimum           = -1.01303
alpha = 1: optimal v, w (units omega) = 3.110, 2.871
all tests passed
```
